# Dispersion Energy of an Atom above an Inert Slab: verification in Python

```python
"""Dispersion energy of an atom above an insulating solid (Hartree atomic units).

Result under test (pairwise London model):
  E(x) = -(3/16) * (eps-1)/(eps+2) * alpha / ((1/I_atom + 1/I_solid) * x**3)
alpha   : static dipole polarisability of the atom
I_atom  : ionisation energy of the atom, used as its oscillator frequency
I_solid : the same for the building blocks of the solid
eps     : static electronic dielectric constant of the solid
x       : height above the edge of the continuous solid; this edge lies
          half a layer spacing above the top plane of nuclei
The screened (many-body) energy of the same model is computed as well.
All parameters are round model values, not data for a named substance.
"""
import numpy as np
from scipy.integrate import quad, dblquad
from scipy.constants import physical_constants, N_A, fine_structure

HARTREE_KJMOL = physical_constants["Hartree energy"][0] * N_A / 1000.0

eps, I_solid, spacing, height, thickness = 4.0, 0.40, 5.0, 5.0, 15.0
atoms = {"tight": (25.0, 0.40), "loose": (30.0, 0.30)}
L0 = (eps - 1) / (eps + 2)
g0 = (eps - 1) / (eps + 1)
density = 1 / spacing**3
alpha_solid = 3 * L0 / (4 * np.pi * density)


def energy_formula(alpha, I_atom, x):
    return -3 / 16 * L0 * alpha / ((1 / I_atom + 1 / I_solid) * x**3)


def c6_from_modes(alpha_a, w_a, alpha_b, w_b, distance=30.0):
    """C6 from the exact zero-point energy of two coupled 3D oscillators."""
    tensor = np.diag([1.0, 1.0, -2.0]) / distance**3
    coupling = np.sqrt(alpha_a * alpha_b) * w_a * w_b * tensor
    matrix = np.block([[w_a**2 * np.eye(3), coupling],
                       [coupling, w_b**2 * np.eye(3)]])
    shift = 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(matrix)))
    shift -= 1.5 * (w_a + w_b)
    return -shift * distance**6


# London coefficient, and integration of the pair energy over the solid
c6, energy = {}, {}
for name, (alpha, I_atom) in atoms.items():
    c6[name] = c6_from_modes(alpha, I_atom, alpha_solid, I_solid)
    london = 1.5 * alpha * alpha_solid / (1 / I_atom + 1 / I_solid)
    assert abs(c6[name] / london - 1) < 1e-4
    energy[name] = energy_formula(alpha, I_atom, height)


def pair_integrand(rho, z):
    return 2 * np.pi * rho / (rho**2 + z**2)**3


half_space = dblquad(pair_integrand, height, np.inf, 0, np.inf)[0]
finite_slab = dblquad(pair_integrand, height, height + thickness,
                      0, np.inf)[0]
for name in atoms:
    summed = -density * c6[name] * half_space
    assert abs(summed / energy[name] - 1) < 1e-4
slab_factor = 1 - (height / (height + thickness))**3
assert abs(finite_slab / half_space - slab_factor) < 1e-5

# Clausius-Mossotti: dielectric constant from explicit lattice dipole fields.
# Dipoles are normal to infinite planes; lengths are in lattice spacings.
R = 300.0
grid = np.arange(-300, 301)
rho2 = (grid[:, None]**2 + grid[None, :]**2).astype(float)
rho2 = rho2[rho2 <= R**2]
lattice_field = 0.0
for plane in range(-4, 5):
    r2 = rho2 + plane**2
    r2 = r2[r2 > 0]
    lattice_field += np.sum((3 * plane**2 - r2) / r2**2.5)
    lattice_field -= 2 * np.pi * R**2 / (R**2 + plane**2)**1.5
dipole = alpha_solid / (1 - alpha_solid * density * lattice_field)
polarisation = dipole * density          # for unit external field
eps_lattice = 1 + 4 * np.pi * polarisation / (1 - 4 * np.pi * polarisation)
assert abs(eps_lattice / eps - 1) < 2e-3


def layer_ratio(x):
    """Lattice sum of r**-6 over its continuum value; x in spacings."""
    cut = 60.0
    side = np.arange(-60, 61)
    plane2 = (side[:, None]**2 + side[None, :]**2).astype(float)
    total = 0.0
    z = x + 0.5
    while z < cut:
        r2 = plane2 + z**2
        total += np.sum(r2[r2 <= cut**2]**-3.0)
        z += 1.0
    total += 2 * np.pi * (1 / (3 * cut**3) - x / (4 * cut**4))
    return total / (np.pi / (6 * x**3))


layer_coefficient = (1 - layer_ratio(6.0)) * 36
assert abs(layer_coefficient - 0.5) < 0.03   # next term is of order 1/36
layer_contact = layer_ratio(height / spacing)

# Image fields at the atom, from the surface charge induced by a unit dipole.
# Charge response: eps*(E - 2 pi sigma) = E + 2 pi sigma at the surface.
charge_response = np.linalg.solve([[2 * np.pi * (1 + eps)]], [eps - 1])[0]


def normal_integrand(rho):
    s2 = rho**2 + height**2
    normal_field = (2 * height**2 - rho**2) / s2**2.5
    return charge_response * normal_field * height / s2**1.5 * 2*np.pi*rho


def parallel_integrand(rho):
    s2 = rho**2 + height**2
    normal_field = -3 * rho * height / s2**2.5       # times cos(phi)
    return charge_response * normal_field * (-rho) / s2**1.5 * np.pi * rho


image_normal = quad(normal_integrand, 0, np.inf)[0]
image_parallel = quad(parallel_integrand, 0, np.inf)[0]
assert abs(image_normal * 4 * height**3 / g0 - 1) < 1e-5
assert abs(image_parallel * 8 * height**3 / g0 - 1) < 1e-5


# Frequency integrals for the pairwise and the screened energy
def c3_integral(channels, L_static, screened):
    """channels: list of (static polarisability share, frequency)."""
    def integrand(w):
        L = L_static / (1 + (w / I_solid)**2)
        eps_w = (1 + 2 * L) / (1 - L)
        surface = (eps_w - 1) / (eps_w + 1) if screened else 1.5 * L
        return surface * sum(a / (1 + (w / f)**2) for a, f in channels)
    return quad(integrand, 0, np.inf, epsabs=1e-12)[0] / (4 * np.pi)


s = np.sqrt(1 + L0 / 2)
screening = {}
for name, (alpha, I_atom) in atoms.items():
    pair = c3_integral([(alpha, I_atom)], L0, False)
    full = c3_integral([(alpha, I_atom)], L0, True)
    assert abs(-pair / height**3 / energy[name] - 1) < 1e-6
    screening[name] = full / pair
    predicted = (I_atom + I_solid) / (s * (I_atom + s * I_solid))
    assert abs(screening[name] / predicted - 1) < 1e-6
    assert 1 / s**2 < screening[name] < 1 / s
    # zero-point shift of the atom coupled to the surface modes
    far, w_surface = 100.0, s * I_solid
    shift = 0.0
    for share in (1 / 4, 1 / 8, 1 / 8):
        c = I_atom * w_surface * np.sqrt(alpha * g0 * share / far**3)
        modes = np.linalg.eigvalsh([[I_atom**2, c], [c, w_surface**2]])
        shift += 0.5 * (np.sum(np.sqrt(modes)) - I_atom - w_surface)
    assert abs(-shift * far**3 / full - 1) < 1e-3
dilute = [c3_integral([(25.0, 0.4)], 1e-3, flag) for flag in (True, False)]
assert abs(dilute[0] / dilute[1] - 1) < 1e-3

# Trend with ionisation energy: logarithmic slope by finite differences
slope = {}
for name, (alpha, I_atom) in atoms.items():
    d = 1e-4
    up = energy_formula(alpha, I_atom * np.exp(d), height)
    down = energy_formula(alpha, I_atom * np.exp(-d), height)
    slope[name] = np.log(up / down) / (2 * d)
    assert abs(slope[name] - I_solid / (I_atom + I_solid)) < 1e-6

# Distance ratio at which the loose atom is bound as weakly as the tight one
distance_ratio = (energy["loose"] / energy["tight"])**(1 / 3)
moved = energy_formula(*atoms["loose"], height * distance_ratio)
assert abs(moved / energy["tight"] - 1) < 1e-10
farther = energy_formula(*atoms["loose"], 1.02 * height)
assert abs(energy["loose"]) > abs(energy["tight"]) > abs(farther)

# Same static polarisability, but with part of it in a deeper shell,
# and the opposite case with all response below the ionisation energy
shells = [(22.0, 0.30), (8.0, 1.00)]
low_response = [(30.0, 0.20)]
assert sum(a for a, f in shells) == atoms["loose"][0]
energy_shells = -c3_integral(shells, L0, False) / height**3
energy_low = -c3_integral(low_response, L0, False) / height**3
assert abs(energy_shells) > abs(energy["loose"]) > abs(energy_low)

print("Model substrate and geometry")
print(f"dielectric constant eps = {eps:.1f} (dimensionless)")
print(f"substrate ionisation energy = {I_solid:.2f} hartree")
print(f"cubic spacing = {spacing:.1f} bohr")
print(f"height x above the edge = {height:.1f} bohr")
print(f"height above top nuclei = {height + spacing/2:.1f} bohr")
print(f"L = (eps-1)/(eps+2) = {L0:.4f} (dimensionless)")
print(f"g = (eps-1)/(eps+1) = {g0:.4f} (dimensionless)")
print(f"number density = {density:.4f} bohr^-3")
print(f"polarisability per substrate site = {alpha_solid:.3f} bohr^3")
print(f"lattice dipole sum = {lattice_field:.4f} (spacing^-3)")
print(f"-8 pi/3 for comparison = {-8*np.pi/3:.4f} (spacing^-3)")
print(f"eps from lattice dipole sum = {eps_lattice:.4f} (dimensionless)")
for name, (alpha, I_atom) in atoms.items():
    E = energy[name]
    print(f"{name} atom: polarisability = {alpha:.1f} bohr^3")
    print(f"{name} atom: ionisation energy = {I_atom:.2f} hartree")
    print(f"{name} atom: C6 per site = {c6[name]:.2f} hartree bohr^6")
    print(f"{name} atom: C3 = {-E*height**3:.4f} hartree bohr^3")
    print(f"{name} atom: E = {E:.6f} hartree")
    print(f"{name} atom: E = {E*HARTREE_KJMOL:.2f} kJ/mol")
    print(f"{name} atom: slope dln|E|/dlnI = {slope[name]:.4f}")
    print(f"{name} atom: screened/pairwise = {screening[name]:.4f}")
    print(f"{name} atom: screened E = {E*screening[name]:.6f} hartree")
print(f"energy ratio loose/tight = {energy['loose']/energy['tight']:.4f}")
print(f"equalising distance ratio loose/tight = {distance_ratio:.4f}")
print(f"loose atom moved to {1.02*height:.2f} bohr: E = {farther:.6f} hartree")
print(f"s = sqrt(1+L/2) = {s:.4f} (dimensionless)")
print(f"surface mode frequency = {s*I_solid:.4f} hartree")
print(f"screening bounds = {1/s**2:.4f} to {1/s:.4f} (dimensionless)")
print(f"slab thickness = {thickness:.1f} bohr")
print(f"finite slab/half-space = {slab_factor:.4f} (dimensionless)")
print(f"layer coefficient at x = 6 spacings = {layer_coefficient:.4f}")
print(f"lattice/continuum at x = 5 bohr, on top = {layer_contact:.4f}")
print(f"image field, normal unit dipole = {image_normal:.6f} bohr^-3")
print(f"image field, parallel unit dipole = {image_parallel:.6f} bohr^-3")
for a, f in shells:
    print(f"two-shell loose atom: {a:.1f} bohr^3 at {f:.2f} hartree")
print(f"two-shell loose atom: E = {energy_shells:.6f} hartree")
print(f"two-shell/formula = {energy_shells/energy['loose']:.4f}")
print(f"response at {low_response[0][1]:.2f} hartree: "
      f"E = {energy_low:.6f} hartree")
print(f"low-response/formula = {energy_low/energy['loose']:.4f}")
print(f"retardation length c/I, tight atom = "
      f"{1/fine_structure/atoms['tight'][1]:.0f} bohr")
print("finished without a failed check")
```

Output:

```
Model substrate and geometry
dielectric constant eps = 4.0 (dimensionless)
substrate ionisation energy = 0.40 hartree
cubic spacing = 5.0 bohr
height x above the edge = 5.0 bohr
height above top nuclei = 7.5 bohr
L = (eps-1)/(eps+2) = 0.5000 (dimensionless)
g = (eps-1)/(eps+1) = 0.6000 (dimensionless)
number density = 0.0080 bohr^-3
polarisability per substrate site = 14.921 bohr^3
lattice dipole sum = -8.3776 (spacing^-3)
-8 pi/3 for comparison = -8.3776 (spacing^-3)
eps from lattice dipole sum = 4.0000 (dimensionless)
tight atom: polarisability = 25.0 bohr^3
tight atom: ionisation energy = 0.40 hartree
tight atom: C6 per site = 111.91 hartree bohr^6
tight atom: C3 = 0.4688 hartree bohr^3
tight atom: E = -0.003750 hartree
tight atom: E = -9.85 kJ/mol
tight atom: slope dln|E|/dlnI = 0.5000
tight atom: screened/pairwise = 0.8446
tight atom: screened E = -0.003167 hartree
loose atom: polarisability = 30.0 bohr^3
loose atom: ionisation energy = 0.30 hartree
loose atom: C6 per site = 115.10 hartree bohr^6
loose atom: C3 = 0.4821 hartree bohr^3
loose atom: E = -0.003857 hartree
loose atom: E = -10.13 kJ/mol
loose atom: slope dln|E|/dlnI = 0.5714
loose atom: screened/pairwise = 0.8379
loose atom: screened E = -0.003232 hartree
energy ratio loose/tight = 1.0286
equalising distance ratio loose/tight = 1.0094
loose atom moved to 5.10 bohr: E = -0.003635 hartree
s = sqrt(1+L/2) = 1.1180 (dimensionless)
surface mode frequency = 0.4472 hartree
screening bounds = 0.8000 to 0.8944 (dimensionless)
slab thickness = 15.0 bohr
finite slab/half-space = 0.9844 (dimensionless)
layer coefficient at x = 6 spacings = 0.4883
lattice/continuum at x = 5 bohr, on top = 0.7089
image field, normal unit dipole = 0.001200 bohr^-3
image field, parallel unit dipole = 0.000600 bohr^-3
two-shell loose atom: 22.0 bohr^3 at 0.30 hartree
two-shell loose atom: 8.0 bohr^3 at 1.00 hartree
two-shell loose atom: E = -0.004543 hartree
two-shell/formula = 1.1778
response at 0.20 hartree: E = -0.003000 hartree
low-response/formula = 0.7778
retardation length c/I, tight atom = 343 bohr
finished without a failed check
```
